# Magnetic and Quadrupole Hyperfine Constants of an LS Term

A calculation of hyperfine structure in an open-shell atom must settle whether each fine-structure level $J$ needs its own calculation, or whether a few radial quantities computed once for the whole term are enough. They are enough if the levels belong to one pure LS term with common radial functions: three magnetic parameters then give every constant $A(J)$, and one electric parameter gives every $B(J)$.

The nucleus is fixed at the origin, with spin $\mathbf I$ and magnetic moment $\boldsymbol\mu=g_I\mu_N\mathbf I$. Angular momenta are in units of $\hbar$, the electron has charge $-e$ and spin $g$ factor 2, and $\mathbf n=\mathbf r/r$. Repeated Cartesian indices are summed. Hyperfine energies are taken to be small against fine-structure intervals, so first-order perturbation theory within one $J$ applies.

The magnetic energy is $-\boldsymbol\mu\cdot\mathbf B(0)$. An electron at $\mathbf r$ with velocity $\mathbf v$ produces, by the Biot–Savart law,

$$\mathbf B_l=\frac{\mu_0}{4\pi}\frac{(-e)\,\mathbf v\times(-\mathbf r)}{r^3}=-\frac{\mu_0}{4\pi}\frac{e\,\mathbf r\times\mathbf v}{r^3}=-\frac{\mu_0}{4\pi}\,2\mu_B\frac{\mathbf l}{r^3},$$

because $\mathbf r\times\mathbf v=\hbar\mathbf l/m_e$ and $\mu_B=e\hbar/2m_e$.

The spin acts through its magnetization. Take first $\mathbf M=\rho(\mathbf r)\mathbf m$ with constant $\mathbf m$. Its current density is $\nabla\rho\times\mathbf m$, and $(\nabla\rho\times\mathbf m)\times(-\mathbf r)=\nabla\rho\,(\mathbf r\cdot\mathbf m)-\mathbf m\,(\mathbf r\cdot\nabla\rho)$. Hence

$$B_a=\frac{\mu_0}{4\pi}m_b\int\frac{r_b\,\partial_a\rho-\delta_{ab}\,r_c\partial_c\rho}{r^3}\,d^3r .$$

Integrate by parts outside a small sphere about the origin. The outward normal of this region on the sphere is $-\mathbf n$, so the first term gives the surface part $-\rho(0)\oint n_an_b\,d\Omega=-\tfrac{4\pi}{3}\rho(0)\delta_{ab}$ and the volume part $-\int\rho\,\partial_a(r_b/r^3)=\int\rho\,(3n_an_b-\delta_{ab})/r^3$. The second term gives the surface part $+4\pi\rho(0)\delta_{ab}$ and no volume part, since $\partial_c(r_c/r^3)=0$ there. The interior of the sphere contributes nothing as its radius shrinks. Thus

$$B_a=\frac{\mu_0}{4\pi}m_b\left[\frac{8\pi}{3}\rho(0)\delta_{ab}+\int\rho\,\frac{3n_an_b-\delta_{ab}}{r^3}\,d^3r\right],$$

with the angular integral done first near the origin. By linearity this holds for each component of a general magnetization. With the spin moment $-2\mu_B\mathbf s$, the two minus signs in $-\boldsymbol\mu\cdot\mathbf B$ cancel, and

$$H_M=\frac{\mu_0}{4\pi}2\mu_Bg_I\mu_N\,\mathbf I\cdot\sum_i\left[\frac{\mathbf l}{r^3}+\frac{3\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s}{r^3}+\frac{8\pi}{3}\delta(\mathbf r)\,\mathbf s\right]_i .$$

All constants below are frequencies, that is, energies divided by $h$. With $P=(\mu_0/4\pi)\,2\mu_B\mu_N/h$, define

$$a_l=Pg_I\langle r^{-3}\rangle_l,\qquad a_{sd}=Pg_I\langle r^{-3}\rangle_{sd},\qquad a_c=Pg_I\frac{8\pi}{3}\,\frac{\rho_\uparrow(0)-\rho_\downarrow(0)}{2S}.$$

The densities belong to the state $M_S=S$. The contact operator is a scalar in orbital space and a vector in spin space, so within the term $\sum_i\delta(\mathbf r_i)\mathbf s_i=c\,\mathbf S$. In the state $M_S=S$ the left side has $z$ component $[\rho_\uparrow(0)-\rho_\downarrow(0)]/2$, which fixes $c$ and explains the divisor $2S$. For a single nonrelativistic open shell with one radial function, the two radial averages coincide if the core density of each spin is spherical. Exchange with the open shell can make the core functions depend on spin, and core $s$ electrons can then leave a net spin density at the nucleus even when no $s$ shell is open. Spin dependence alone does not make core electrons contribute to the orbital or dipolar part, because a filled subshell of one spin with the same radial function for every $m$ is spherical. The effective averages can differ when the core functions also depend on orbital orientation.

When only one shell with $l>0$ is open, the orbital part is immediate: the radial factor is common and $\sum_i\mathbf l_i=\mathbf L$. With two such shells the operator is still a constant times $\mathbf L$ within the term, but $\langle r^{-3}\rangle_l$ becomes a combination of the shell integrals with term-dependent weights, for $p^1d^1$ equal to $-\tfrac12$ ($p$) and $\tfrac32$ ($d$) in the P terms and $\tfrac13$ and $\tfrac23$ in the F terms. The dipolar and quadrupole parameters must then also be read as term-specific constants. In the dipolar part, $3n_an_b-\delta_{ab}$ is a symmetric traceless tensor in orbital space, multiplied by a spin vector. By the Wigner–Eckart theorem its matrix elements within one LS term are proportional to those of the corresponding tensor built from $\mathbf L$ and $\mathbf S$:

$$\sum_i(3n_an_b-\delta_{ab})_i\,s_{b,i}=\kappa\left[\tfrac32(L_aL_b+L_bL_a)-L(L+1)\delta_{ab}\right]S_b .$$

The same constant holds for every pair of tensor and spin components, so it can be read from the $zz$ component with $s_z$ in the state $M_L=L$, $M_S=S$, where $3L^2-L(L+1)=L(2L-1)$:

$$\kappa L(2L-1)S=\Big\langle\sum_i(3\cos^2\theta_i-1)s_{z,i}\Big\rangle .$$

This part is absent for $L=0$ or $S=0$. For $S=0$ the contact part is absent as well, and $a_c$ is not needed.

For a Hund ground term of $l^n$ the sum can be done. The recurrence for $\cos\theta\,Y_{lm}$ gives

$$\langle\cos^2\theta\rangle_{lm}=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}+\frac{l^2-m^2}{(2l-1)(2l+1)}=\frac{2l^2+2l-1-2m^2}{(2l-1)(2l+3)},$$

and therefore

$$\langle3\cos^2\theta-1\rangle_{lm}=-\frac{2\,[3m^2-l(l+1)]}{(2l-1)(2l+3)} .$$

Let $n'$ be the number of electrons beyond an empty or half-filled shell. They occupy $m=l,l-1,\dots,l-n'+1$, so $L=n'(2l+1-n')/2$. The required sum is

$$\sum_m[3m^2-l(l+1)]=L(2l+1-2n').$$

To prove it, put $q=2l+1$ and write the right side as $G(n')=(q^2n'-3qn'^2+2n'^3)/2$, with $G(0)=0$. The last electron added has $2n'-1=q-2m$, so

$$G(n')-G(n'-1)=\tfrac12\left[q^2-3q(q-2m)+\tfrac{3(q-2m)^2+1}{2}\right]=3m^2-\tfrac{q^2-1}{4},$$

and $(q^2-1)/4=l(l+1)$, as required.

Up to half filling, every spin projection is $+\tfrac12$ and $2n'=4S$. Beyond it, the full spin-up shell contributes zero, the remaining electrons have projection $-\tfrac12$, and $2l+1-2n'=4S-(2l+1)$. The two sign changes cancel, so both cases give, for $L>0$,

$$\kappa=-\frac{2l+1-4S}{S(2l-1)(2l+3)(2L-1)} .$$

It remains to project on a level $J$. There a vector operator $\mathbf N$ equals a constant times $\mathbf J$. Taking the scalar product with $\mathbf J$ shows that the constant is $\mathbf N\cdot\mathbf J/[J(J+1)]$. Squaring $\mathbf S=\mathbf J-\mathbf L$, $\mathbf L=\mathbf J-\mathbf S$ and $\mathbf J=\mathbf L+\mathbf S$ gives the values

$$\begin{aligned}X&=\mathbf L\cdot\mathbf J=\tfrac12[J(J+1)+L(L+1)-S(S+1)],\\ Y&=\mathbf S\cdot\mathbf J=\tfrac12[J(J+1)+S(S+1)-L(L+1)],\\ W&=\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-L(L+1)-S(S+1)].\end{aligned}$$

In the dipolar term, $L_aL_bS_b=L_aW$ and $L_bL_aS_b=WL_a$, since orbital and spin operators commute. Multiplying by $J_a$ on the right, and using that the scalar $W$ commutes with $\mathbf J$, gives $XW$ in each case. The result is

$$\boxed{A(J)=\frac{a_lX+a_{sd}\,\kappa\,[3WX-L(L+1)Y]+a_cY}{J(J+1)}}\qquad(J>0).$$

The magnetic Hamiltonian is now $hA\,\mathbf I\cdot\mathbf J$. With $\mathbf F=\mathbf I+\mathbf J$, squaring gives $\mathbf I\cdot\mathbf J=K/2$, where

$$K=F(F+1)-I(I+1)-J(J+1).$$

For one electron with $l>0$, $a_l=a_{sd}=a$ and $a_c=0$, the formula can be checked directly. Since $\mathbf n\cdot\mathbf l=0$ and $\mathbf n\cdot\mathbf s$ is a scalar that commutes with $\mathbf j$,

$$[\mathbf l-\mathbf s+3\mathbf n(\mathbf n\cdot\mathbf s)]\cdot\mathbf j=\mathbf l^2-\mathbf s^2+3(\mathbf n\cdot\mathbf s)^2=l(l+1)-\tfrac34+\tfrac34 ,$$

so $A=a\,l(l+1)/[j(j+1)]$. The boxed formula gives the same result. With $S=\tfrac12$ and $L=l$, $\kappa=-2/[(2l-1)(2l+3)]$, $X=l(l+1)+W$ and $Y=\tfrac34+W$. The two values $W=l/2$ and $W=-(l+1)/2$ both satisfy $W^2=\tfrac14l(l+1)-\tfrac12W$. Hence $3WX-l(l+1)Y=W\,[2l(l+1)-\tfrac32]=\tfrac12W(2l-1)(2l+3)$. The dipolar term is then $-aW$, and the numerator is $a(X-W)=a\,l(l+1)$.

For the electric part, expand the electronic potential $\Phi$ over the nuclear charge density $\rho_N$. The linear term vanishes for a nuclear state of definite parity. The quadratic term is $\tfrac12V_{ab}\int\rho_Nx_ax_b\,d^3x$, with $V_{ab}=\partial_a\partial_b\Phi(0)$. Its trace part is a scalar that shifts all $F$ levels of a given $J$ equally and is dropped. What remains is

$$H_Q=\tfrac16V_{ab}Q_{ab},\qquad Q_{ab}=\int\rho_N(3x_ax_b-x^2\delta_{ab})\,d^3x .$$

From $\Phi(\mathbf x)=-e/(4\pi\varepsilon_0|\mathbf r-\mathbf x|)$ for each electron,

$$V_{ab}=-\frac{e}{4\pi\varepsilon_0}\sum_i\left(\frac{3n_an_b-\delta_{ab}}{r^3}\right)_i .$$

Both tensors are symmetric and traceless. Define $T_{ab}(\mathbf J)=\tfrac32(J_aJ_b+J_bJ_a)-J(J+1)\delta_{ab}$, and $T_{ab}(\mathbf I)$ likewise. The Wigner–Eckart theorem gives

$$Q_{ab}=\frac{eQ}{I(2I-1)}T_{ab}(\mathbf I),\qquad V_{ab}=\frac{\langle JJ|V_{zz}|JJ\rangle}{J(2J-1)}T_{ab}(\mathbf J),$$

where $eQ=\langle II|Q_{zz}|II\rangle$. The denominators are the values of $T_{zz}$ in the stretched states. Both $I$ and $J$ must be at least 1, since a smaller spin carries no rank-two tensor. With

$$B=eQ\,\langle JJ|V_{zz}|JJ\rangle/h,$$

the remaining task is the product $T_{ab}(\mathbf I)T_{ab}(\mathbf J)$. Because $T_{ab}(\mathbf J)$ is symmetric and traceless, $T_{ab}(\mathbf I)$ may be replaced by $3I_aI_b$. Put $Z=\mathbf I\cdot\mathbf J$. Then $I_aI_bJ_aJ_b=Z^2$, while the other order needs a commutator:

$$I_aI_bJ_bJ_a=Z^2+i\varepsilon_{bac}I_aI_bJ_c=Z^2+Z,$$

since $\varepsilon_{bac}I_aI_b=-(\mathbf I\times\mathbf I)_c=-iI_c$. Therefore

$$T_{ab}(\mathbf I)T_{ab}(\mathbf J)=\tfrac92(2Z^2+Z)-3I(I+1)J(J+1),$$

$$\frac{H_Q}{h}=B\,\frac{3Z^2+\tfrac32Z-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)} .$$

Setting $Z=K/2$ turns the first two terms into $\tfrac34K(K+1)$. Doubling numerator and denominator and adding the magnetic energy gives Casimir's formula in the second term:

$$\boxed{\frac{E(F)}h=\frac{AK}2+B\,\frac{\tfrac32K(K+1)-2I(I+1)J(J+1)}{4I(2I-1)J(2J-1)}}$$

The second term applies when $I$ and $J$ are both at least 1; otherwise it is absent. At $F=I+J$ one has $K=2IJ$. The numerator becomes $IJ(2I-1)(2J-1)$, so the quadrupole energy is $B/4$.

The constant $B$ also follows from the term. Within it, $\sum_i(3n_an_b-\delta_{ab})_i=\eta\,T_{ab}(\mathbf L)$, with $\eta L(2L-1)=\langle\sum_i(3\cos^2\theta_i-1)\rangle$ in the stretched state. No spin sign enters, so the Hund sum above gives

$$\eta=-\frac{2(2l+1-2n')}{(2l-1)(2l+3)(2L-1)} .$$

Within a level, $T_{ab}(\mathbf L)=c_JT_{ab}(\mathbf J)$. Multiply both sides on the right by $J_aJ_b$ and sum. From $[L_b,J_a]=i\varepsilon_{bac}L_c$ and $\mathbf L\times\mathbf L=i\mathbf L$,

$$L_aL_bJ_aJ_b=L_a(J_aL_b+i\varepsilon_{bac}L_c)J_b=X^2-X,\qquad L_bL_aJ_aJ_b=X^2 .$$

The left side is thus $\tfrac32X(2X-1)-L(L+1)J(J+1)$. The right side follows by replacing $\mathbf L$ with $\mathbf J$. With $j_2=J(J+1)$ it is

$$c_J\left[\tfrac32j_2(2j_2-1)-j_2^2\right]=\tfrac12c_J\,j_2(4j_2-3)=\tfrac12c_J\,J(J+1)(2J-1)(2J+3).$$

Solving for $c_J$ and multiplying by the stretched value $J(2J-1)$ gives

$$\boxed{B(J)=-b_q\,\eta\,\frac{3X(2X-1)-2L(L+1)J(J+1)}{(J+1)(2J+3)}},\qquad b_q=\frac{e^2Q\langle r^{-3}\rangle_q}{4\pi\varepsilon_0h}.$$

The minus sign comes from the electron charge. In terms of a half-filled shell such as $p^3\ {}^2D$, $p^3\ {}^2P$ and $d^5\ {}^4G$, the factor $\eta$ vanishes although $L>0$. The formula then gives $B=0$, and any quadrupole constant of such levels comes from effects outside this model, such as core distortion or mixing of terms. For one $p$ electron with $j=\tfrac32$, the stretched state has $m=1$ and $\langle3\cos^2\theta-1\rangle=-\tfrac25$, so $B=\tfrac25b_q$. Negative charge concentrated near the equatorial plane makes $V_{zz}$ positive.

As an example, take a model $d^2\ {}^3F$ term with $I=\tfrac52$, $g_I=0.80$ and $Q=0.30$ barn. The orbital, dipolar and quadrupole averages of $r^{-3}$ are 2.0, 2.2 and 2.1 $a_0^{-3}$, and the spin density at the nucleus is $-0.10\,a_0^{-3}$. These are chosen round values, not those of a particular atom. With $P=95.41$ MHz $a_0^3$, the orbital parameter is $a_l=95.41\times0.80\times2.0=152.66$ MHz. The others are $a_{sd}=167.92$, $a_c=-31.97$ and $b_q=148.03$ MHz. The Hund formulas give $\kappa=-1/105$ and $\eta=-2/105$.

For $J=2$, $X=8$, $Y=-2$ and $W=-4$. The dipolar bracket is $3(-4)(8)-12(-2)=-72$, so its factor in $A$ is $(72/105)/6=0.1143$. The orbital and contact factors are $8/6$ and $-2/6$, and

$$A(2)=203.54+19.19+10.66=233.39\ \text{MHz}.$$

The quadrupole fraction is $(360-144)/21=10.286$, so $B(2)=148.03\times(2/105)\times10.286=29.00$ MHz. The three levels compare as follows, in MHz:

| $J$ | orbital | dipolar | contact | $A$ | $B$ |
|---|---|---|---|---|---|
| 2 | 203.54 | 19.19 | 10.66 | 233.39 | 29.00 |
| 3 | 139.94 | 6.00 | −2.66 | 143.27 | 31.72 |
| 4 | 114.49 | −6.00 | −7.99 | 100.50 | 42.29 |

The negative contact parameter raises $A$ at $J=2$, because $\mathbf S\cdot\mathbf J$ is negative there, and lowers it at $J=3$ and 4. Its size is 4.6% of $A$ at $J=2$ and 8.0% at $J=4$. A calculation that omits core spin density would therefore distort the ratios of the constants as well as their size. The dipolar part changes sign at $J=4$, where its bracket is $3(3)(15)-12(5)=+75$ while $\kappa$ is negative.

The hyperfine levels of $J=2$, in MHz, are:

| $F$ | $K$ | $AK/2$ | quadrupole | $E/h$ |
|---|---|---|---|---|
| 1/2 | −14 | −1633.74 | 20.30 | −1613.44 |
| 3/2 | −11 | −1283.65 | 7.25 | −1276.40 |
| 5/2 | −6 | −700.17 | −7.25 | −707.42 |
| 7/2 | 1 | 116.70 | −12.33 | 104.37 |
| 9/2 | 10 | 1166.96 | 7.25 | 1174.21 |

For $F=\tfrac92$ the quadrupole energy is $29.00/4=7.25$ MHz, as the stretched case requires.

The first-order treatment neglects hyperfine coupling between different $J$. Second-order perturbation theory makes the resulting shifts inversely proportional to the fine-structure splitting. With fine structure $\lambda\,\mathbf L\cdot\mathbf S$ and $\lambda=3.0\times10^6$ MHz, diagonalizing the whole term moves the $J=2$ levels by at most 0.018 MHz from the first-order values. Doubling $\lambda$ halves this to 0.009 MHz. The error grows as fine-structure levels approach each other. The formulas for $A(J)$ and $B(J)$ also lose their basis when spin–orbit coupling mixes different terms, or when relativity makes the radial functions depend appreciably on $j$. The expression for $E(F)$ in terms of $A$ and $B$ survives both changes, since the dipole and quadrupole projections on an isolated level need only its sharp $J$; the two constants must then be computed for each level separately. The numerical check compares the term factors with determinant matrices and the level formula with direct diagonalization.

## Numbers as computed

```
Levels J tested with determinants: 28
Largest matrix-element error: 3.4e-14
Model: L = 3, S = 1, I = 2.5
g_I = 0.80, Q = 0.30 barn
<r^-3> orbital = 2.0 a0^-3
<r^-3> dipolar = 2.2 a0^-3
<r^-3> quadrupole = 2.1 a0^-3
Spin density at nucleus = -0.10 a0^-3
Magnetic prefactor P = 95.4107 MHz a0^3
Quadrupole prefactor = 234.9648 MHz a0^3/barn
a_l = 152.657 MHz
a_sd = 167.923 MHz
a_c = -31.972 MHz
b_q = 148.028 MHz
kappa = -0.009524, eta = -0.019048
J=2: L.J = 8, S.J = -2, L.S = -4
J=2: factors l, sd, c = 1.33333, 0.11429, -0.33333
J=2: parts l, sd, c = 203.543, 19.191, 10.657 MHz
J=2: B/b_q = 0.19592
J=2: A = 233.391 MHz, B = 29.001 MHz
J=3: L.J = 11, S.J = 1, L.S = -1
J=3: factors l, sd, c = 0.91667, 0.03571, 0.08333
J=3: parts l, sd, c = 139.936, 5.997, -2.664 MHz
J=3: B/b_q = 0.21429
J=3: A = 143.269 MHz, B = 31.720 MHz
J=4: L.J = 15, S.J = 5, L.S = 3
J=4: factors l, sd, c = 0.75000, -0.03571, 0.25000
J=4: parts l, sd, c = 114.493, -5.997, -7.993 MHz
J=4: B/b_q = 0.28571
J=4: A = 100.502 MHz, B = 42.294 MHz
Levels of J=2: F, K, Casimir factor, AK/2, B part, E (MHz)
0.5 -14.0 0.70000 -1633.740 20.301 -1613.439
1.5 -11.0 0.25000 -1283.653 7.250 -1276.402
2.5 -6.0 -0.25000 -700.174 -7.250 -707.425
3.5 1.0 -0.42500 116.696 -12.326 104.370
4.5 10.0 0.25000 1166.957 7.250 1174.207
Largest level error, formula vs matrix: 3.2e-12 MHz
Fine-structure constant = 3.0e+06 MHz
Largest second-order shift, J=2: 0.0177 MHz
Same, fine structure doubled: 0.0088 MHz
```
